# Charge neutrality levels from a tight-binding Green function: basis dependence and convergence

## Definitions and conventions

A crystal is described by independent electrons in a mean-field Hamiltonian with orthonormal orbitals. At each wave vector \(\mathbf k\) it has \(N_v\) filled bands \(E_v(\mathbf k)\) and a set of empty bands \(E_c(\mathbf k)\), separated by a gap from \(E_V\), the highest filled energy, to \(E_C\), the lowest empty one. Angle brackets denote the average over the Brillouin zone. All sums are per cell and per spin; the spin factor would multiply every term equally and cannot move a zero.

For \(E\) in the gap, with the \(M\) lowest conduction bands kept at each \(\mathbf k\), define

\[
G_M(E)=\Big\langle\sum_v\frac{1}{E-E_v}\Big\rangle-\Big\langle\sum_{c\le M}\frac{1}{E_c-E}\Big\rangle .
\]

Both sums are positive. The charge neutrality level (CNL) is here the energy in the gap at which they are equal.

When all bands of the basis are kept, the subscript is dropped. Then \(G\) is the trace of the on-site Green function: orbital \(\alpha\) has

\[
G_{\alpha\alpha}(E)=\Big\langle\sum_n\frac{|u_{n\alpha}(\mathbf k)|^2}{E-E_n(\mathbf k)}\Big\rangle ,
\]

and summing over \(\alpha\) removes the weights, because each Bloch eigenvector \(u_n\) is normalized.

In a gate stack the level serves as a reference. In the limit of strong pinning, the model aligns the CNLs of oxide and semiconductor, so that the conduction-band offset is

\[
\Delta E_C=(E_C-E_{\rm CNL})_{\rm oxide}-(E_C-E_{\rm CNL})_{\rm semiconductor}.
\]

An oxide CNL placed too high by some amount makes this offset too small by the same amount. Whether a real interface pins at this level is a separate question, which the definition does not settle.

## The naive scheme and its first failure

The obvious procedure is to take a few conduction bands, find the zero, add bands, and stop when the zero hardly moves. A cubic MO₃ crystal with round model parameters shows what happens.

Cations sit at the cube corners and oxygens at the edge midpoints. The nine oxygen p orbitals lie at energy zero. The cation has three t2g orbitals at 4 eV, two eg at 5 eV, one s at 10 eV and three p at 14 eV. Only neighbouring cations and oxygens are coupled. A cation orbital meets the oxygens at \(+a/2\) and \(-a/2\) along axis \(j\) with a combined amplitude

\[
t\,(1\mp e^{-ik_ja}),
\]

with the upper sign for d and s orbitals, which are even under inversion, and the lower sign for cation p orbitals, which are odd like the oxygen p.

The amplitudes \(t\) are as follows, with O\(_j\) the oxygen along axis \(j\).

- The t2g orbital \(ab\) couples by \(V_{pd\pi}=1\) eV to \(p_b\) on O\(_a\) and to \(p_a\) on O\(_b\).
- The orbital \(3z^2-r^2\) couples to \(p_j\) on O\(_j\) by \(V_{pd\sigma}=-2\) eV times \(-\tfrac12,-\tfrac12,1\) for \(j=x,y,z\); for \(x^2-y^2\) the factors are \(\tfrac{\sqrt3}{2},-\tfrac{\sqrt3}{2},0\).
- The s orbital couples to \(p_j\) on O\(_j\) by 2 eV.
- Cation \(p_i\) couples to \(p_i\) on O\(_j\) by 2 eV if \(i=j\) and by \(-0.5\) eV otherwise.

The gap follows without diagonalization. Let \(C\) be the diagonal matrix of cation levels and \(T\) the coupling block. For \(0<E<4\) eV, \(E-C\) is negative definite. Eliminating the cations from \(E-H\) leaves the oxygen block

\[
E-T^\dagger(E-C)^{-1}T=E+T^\dagger(C-E)^{-1}T ,
\]

which is positive definite. The elimination is a congruence transformation and preserves the numbers of positive and negative eigenvalues. Nine states therefore lie below \(E\) and nine above, at every \(\mathbf k\). At \(\mathbf k=0\) the d and s couplings vanish. The t2g states then stay at 4 eV, and six oxygen states stay at zero because the three cation p orbitals can couple to three combinations at most. The gap is thus 4 eV, and \(N_v=9\).

With the bands of the full 18-orbital model, the zero moves as follows:

| conduction bands kept | zero (eV) |
|---|---|
| 3 | 3.32 |
| 5 | 3.00 |
| 6 | 2.94 |
| 9 | 2.81 |

Going from five to six bands moves the zero by 0.06 eV, which might look like convergence. The error still left, relative to the full set, is 0.14 eV. The last step added only one band, while three were still missing. A small step does not bound the remaining error.

## What the sum guarantees

Differentiation gives

\[
\frac{dG}{dE}=-(S_v+S_c),\qquad
S_v=\Big\langle\sum_v\frac1{(E-E_v)^2}\Big\rangle,\quad
S_c=\Big\langle\sum_c\frac1{(E_c-E)^2}\Big\rangle .
\]

The derivative is negative throughout the gap, so there is at most one zero. It exists if and only if \(G\) is positive just above \(E_V\) and negative just below \(E_C\).

These signs are a real condition in three dimensions. Near an ordinary valence maximum, \(E_v=E_V-Aq^2\), where \(q\) is the distance from the maximum in \(\mathbf k\) and \(A>0\). The edge contribution is proportional to \(\int q^2dq/(Aq^2)\), which is finite. In two dimensions it is \(\int q\,dq/(Aq^2)\), a logarithmic divergence, and in one dimension it is \(\int dq/(Aq^2)\), a stronger one. A finite valence sum can be outweighed by the conduction sum, and then the gap has no zero.

A finite mesh can hide this. If one of its \(N_k\) points hits the valence maximum, where \(g\) states sit, the sum contains \(g/[N_k(E-E_V)]\) and diverges at the edge whatever the true limit is. Suppose the true edge value is \(-D\), with \(D>0\). The mesh then produces a false zero near

\[
E-E_V\approx\frac{g}{N_kD},
\]

which slides into the edge as the mesh is refined. A genuine zero may also move at first, but it settles at a fixed energy inside the gap.

Every added conduction band subtracts a positive quantity from \(G_M\), so the zero falls. To bound the fall, let \(T_M(E)\) be the sum \(\langle\sum_{c>M}1/(E_c-E)\rangle\) over the omitted bands of a finite basis. Since \(G=G_M-T_M\), at the truncated zero \(E_M\) one has \(G(E_M)=-T_M(E_M)\), while \(G(E_{\rm CNL})=0\). The mean value theorem gives an energy \(\xi\) between the two zeros with

\[
T_M(E_M)=\big[S_v(\xi)+S_c(\xi)\big](E_M-E_{\rm CNL}).
\]

Dropping \(S_c\) makes the bracket smaller, and so does replacing \(S_v(\xi)\) by \(S_v(E_M)\), because \(S_v\) falls as \(E\) moves away from the valence bands. Hence

\[
0<E_M-E_{\rm CNL}\le\frac{T_M(E_M)}{S_v(E_M)} .
\]

For 3, 5 and 6 bands the actual shifts are 0.52, 0.20 and 0.14 eV, and the bounds are 1.96, 0.57 and 0.38 eV. The bound is safe but loose by factors of about 3 to 4. It also applies when the omitted bands are known only roughly: if there are \(m\) of them, all above an energy \(W>E_M\), then \(T_M\le m/(W-E_M)\).

## The second failure: the bands belong to a basis

Cutting the sum is not the same as working with a smaller basis. If the eg, s and cation p orbitals are absent from the start, the remaining bands change too. The zero found in each smaller basis is

| cation orbitals | CNL (eV) |
|---|---|
| t2g | 3.46 |
| t2g, eg | 3.12 |
| t2g, eg, s | 3.01 |
| t2g, eg, s, p | 2.81 |

At equal band number, the smaller basis gives a higher zero than the cut sum. This follows from the interlacing of eigenvalues: adding orbitals to a Hermitian matrix can lower the \(n\)th lowest eigenvalue or leave it alone, but cannot raise it. In the full model the valence bands are therefore no higher, which weakens the valence sum. The lowest \(M\) conduction bands are no higher either, which strengthens the conduction sum. Both changes lower the zero.

The fall with each enlargement is also general. At fixed \(\mathbf k\), let \(H\) be the old Hamiltonian, \(\varepsilon\) the block of new orbitals and \(B\) the coupling from new to old. The determinant factorizes as

\[
\det(E-H_{\rm new})=\det(E-H)\,\det(E-\varepsilon-\Sigma),\qquad \Sigma(E)=B^\dagger(E-H)^{-1}B .
\]

The trace of the Green function is the energy derivative of \(\ln\det(E-H)\), since that logarithm is \(\sum_n\ln(E-E_n)\) up to a constant phase. The enlargement therefore changes the trace by

\[
\delta G=\mathrm{Tr}\big[(1-\Sigma')(E-\varepsilon-\Sigma)^{-1}\big],\qquad \Sigma'=-B^\dagger(E-H)^{-2}B .
\]

The matrix \(-\Sigma'\) has no negative eigenvalue, so \(P=1-\Sigma'\) is positive definite. If the number of states below \(E\) is unchanged, all the additional states lie above \(E\). By the same congruence argument as before, \(Q=(E-\varepsilon-\Sigma)^{-1}\) is then negative definite. The trace \(\mathrm{Tr}(PQ)=\mathrm{Tr}(P^{1/2}QP^{1/2})\) is negative, and averaging over the zone keeps the sign. In the MO₃ model the condition holds for every enlargement, because there are nine states below any \(E\) in the gap for each choice of cation orbitals. If a new orbital instead brought a state below \(E\), the argument would fail.

The smallest basis can be solved in closed form, which checks the diagonalization independently. Write \(V=V_{pd\pi}\) and \(E_d=4\) eV. Each t2g orbital couples to its own pair of oxygen orbitals, with total squared strength

\[
\sigma^2=V^2\big(|1-e^{-ik_xa}|^2+|1-e^{-ik_ya}|^2\big)=2V^2(2-\cos k_xa-\cos k_ya)
\]

for the \(xy\) orbital. One combination of the pair mixes with the d orbital and the other stays at zero. With three uncoupled oxygen orbitals, this leaves six states at zero, which contribute \(6/E\). The mixed pair has energies \(E_\pm\) with sum \(E_d\) and product \(-\sigma^2\), so

\[
\frac1{E-E_+}+\frac1{E-E_-}=\frac{2E-E_d}{E(E-E_d)-\sigma^2}
=\frac{E_d-2E}{\alpha-2V^2(\cos k_xa+\cos k_ya)},
\]

with \(\alpha=E(E_d-E)+4V^2\). To average, write \(\cos k_xa+\cos k_ya=2\cos u\cos v\), where \(u\) and \(v\) are half the sum and half the difference of the two angles and may be averaged independently over full circles. The \(v\) average of \(1/(\alpha-4V^2\cos u\cos v)\) is \((\alpha^2-16V^4\cos^2u)^{-1/2}\). The \(u\) average then gives \(2K(m)/(\pi\alpha)\), where

\[
K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}},\qquad m=\Big(\frac{4V^2}{\alpha}\Big)^2 .
\]

Three t2g orbitals contribute equally, so

\[
G(E)=\frac6E+\frac{6(E_d-2E)K(m)}{\pi\alpha}.
\]

As \(E\to0\) this tends to \(+\infty\). As \(E\to E_d\), \(m\to1\), \(K\) diverges and the prefactor is negative, so \(G\to-\infty\): this basis has a zero. Because \(6/E\) is positive, the zero lies above \(E_d/2\). The formula gives 3.460 eV, in agreement with the mesh sum. There \(\alpha=3.46\times0.54+4=5.87\) eV² and \(m=0.465\).

## What the zero means

Attach a probe level of energy \(E\) to one orbital \(\alpha\) of the crystal, with coupling \(w\). Eliminating the crystal amplitudes gives the probe's new energy \(E'\):

\[
E'-E=w^2G_{\alpha\alpha}(E')\approx w^2G_{\alpha\alpha}(E).
\]

Valence states push the probe up and conduction states push it down. Averaged over the \(N_o\) orbitals of a cell, the leading shift is \(w^2G(E)/N_o\), which vanishes at the CNL.

A periodic crystal of 27 cells, built in real space, confirms this. Its own CNL is 2.80 eV, close to the bulk value. With \(w=0.02\) eV and the probe at that level, single orbitals shift it by up to \(1.7\times10^{-4}\) eV, while the mean over 18 orbitals is \(1.6\times10^{-9}\) eV. Such a remainder is allowed because the next term, \(w^4G_{\alpha\alpha}G'_{\alpha\alpha}\), need not average to zero. With the probe 0.5 eV higher, the mean shift is \(-2.38\times10^{-5}\) eV, as the leading-order law predicts.

Balanced repulsion is not balanced charge. First-order mixing with a state at \(E_n\) has an amplitude proportional to \(1/(E-E_n)\), so the probability goes as its square. The mean valence weight in the probe state is \(w^2S_v/N_o\) to leading order, and the conduction weight is \(w^2S_c/N_o\). At the bulk CNL, \(S_v=0.74\) and \(S_c=1.06\) eV⁻², so the valence share of the admixture is

\[
\frac{0.74}{0.74+1.06}\approx0.41 .
\]

The inequality has a simple source. There are nine bands on each side, and each side sums to 2.506 eV⁻¹, so the mean reciprocal distance is 0.278 eV⁻¹ on both. The mean squares are \(S_v/9=0.0818\) and \(S_c/9=0.1175\) eV⁻². Subtracting the square of the mean, \(0.2784^2=0.0775\) eV⁻², leaves variances of about 0.004 and 0.040 eV⁻². The conduction reciprocals are much more unequal, and that raises their mean square. The name "charge neutrality level" should not be read as a statement of equal valence and conduction character.

## The third failure: no complete-band limit in three dimensions

One might hope that ever larger bases lead to a definite level. At high energy the bands of a crystal with a smooth potential approach free-electron bands, and these can be counted.

Let \(m_e\) be the electron mass, \(a\) the period of a simple cubic crystal and \(E_R=\hbar^2\pi^2/(2m_ea^2)\). There are \(a^3d^3k/(2\pi)^3\) states per cell and spin. Up to a large wave number \(k_c\), the leading growth of the conduction sum is

\[
\frac{a^3}{(2\pi)^3}\int^{k_c}4\pi k^2dk\,\frac{2m_e}{\hbar^2k^2}
\simeq\frac{a^3}{2\pi^2}\,\frac{\pi^2}{a^2E_R}\,k_c=\frac{ak_c}{2E_R}.
\]

With one valence band and \(M\) conduction bands, counting states gives \(M+1=a^3k_c^3/(6\pi^2)\), so \(ak_c=[6\pi^2(M+1)]^{1/3}\). The sum grows as \(M^{1/3}\) without limit.

In one dimension the \(n\)th band occupies \((n-1)\pi/a<|k|<n\pi/a\). With \(x=ka/\pi\), its contribution is \(E_R^{-1}\int_{n-1}^{n}dx/x^2\), and all bands beyond the \(n\)th add \(1/(nE_R)\). That tail converges. In two dimensions the integral is \(\int k\,dk/k^2\), which grows as \(\ln k_c\). The logarithmic divergence at an ordinary valence maximum then keeps a zero in the gap, but the growing conduction sum drives it towards the edge.

A separable potential \(U\sin^2(\pi x/a)\) along each axis tests these laws with true continuum bands. Take \(U=12\) eV and \(a=0.4\) nm, so \(E_R=2.35\) eV, and fill the lowest band.

In one dimension the gap is 5.85 eV. With 1, 3, 7 and 15 conduction bands the zero lies 3.41, 2.68, 2.38 and 2.25 eV above the valence top. The last eight bands contributed 0.0265 eV⁻¹ at the valence edge, against \((1/8-1/16)/E_R=0.0266\) eV⁻¹ from the law. All the bands still missing contribute about \(1/(16E_R)\), the same again. Since the last eight moved the zero by 0.13 eV, the limit should lie near 2.1 eV; this is a linear estimate.

In three dimensions the gap is 4.64 eV, and the zero behaves differently. With 3, 9 and 16 conduction bands it lies 0.99, 0.31 and 0.09 eV above the valence top. The valence sum at its edge is finite, 1.51 eV⁻¹. The conduction sum there passes this value at 27 bands, and the gap then contains no zero. From 125 to 1000 bands the sum grows by 4.07 eV⁻¹, against

\[
\frac{(6\pi^2)^{1/3}(1001^{1/3}-126^{1/3})}{2\times2.35\ \text{eV}}=4.14\ \text{eV}^{-1}.
\]

The law omits the offset between the mean potential and \(E\), which gives corrections of order \(1/k_c\). The number 27 belongs to this potential, but the growth follows from free-electron counting.

The divergent part does not depend on \(E\): the difference of the tails at two gap energies involves \(\int k^2dk/k^4\), which converges. Added high bands thus act on \(G\) mainly as a growing negative constant. A finite basis fixes that constant by where it stops, so the level defined by the on-site trace is a property of crystal and basis together. The divergence belongs to this definition. If the trace is instead taken between cells a lattice vector \(\mathbf R\ne0\) apart, each term carries a factor \(e^{i\mathbf k\cdot\mathbf R}\), and the free-electron tail becomes proportional to \(\int dk\,\sin(kR)/(kR)\), which stays bounded. A level defined from that function is a different quantity and is not treated here.

## The resulting scheme

1. Choose a basis and keep it fixed, with the same kinds of shells for all materials to be compared. Locate the band edges separately from the averaging mesh.
2. Diagonalize on a mesh shifted by half a step from the zone centre, with an even number of points along each axis, and sum over all bands of the basis. An odd number would put points on the zone boundary, where a band edge may lie.
3. Bracket the sign change of \(G\) inside the gap and refine it by a bracketing root finder. If there is no sign change, repeat on finer meshes before reporting that no CNL exists: a coarse mesh that misses the valence maximum can underestimate the valence sum near the edge.
4. Refine the mesh. Reject a zero that keeps sliding into a band edge instead of settling inside the gap.
5. Repeat with a larger basis and report the change as a basis dependence, not as the error of a converging sequence.

For the full MO₃ basis, meshes of \(12^3\) and \(16^3\) points agree on 2.8059 eV, or \(4.496\times10^{-19}\) J, above the oxygen level. This fast convergence applies to the complete sum, which is a smooth periodic function of \(\mathbf k\) in the gap. A cut sum can have kinks where the last kept band touches the next.

In this model, with a wide gap and a zero far from both edges, the mesh error is negligible; the choice of basis is not. The distance \(E_C-E_{\rm CNL}\) is \(4-2.81=1.19\) eV in the full basis and \(4-3.46=0.54\) eV with t2g alone. With the semiconductor side held fixed, the predicted conduction offset differs by 0.65 eV. Nor does the full basis end the matter. Five more weakly coupled orbitals at 25 eV would add \(5/(25-2.81)=0.225\) eV⁻¹ to the conduction sum. Divided by the slope \(S_v+S_c=1.79\) eV⁻², this lowers the level by about 0.13 eV to first order. Differences between materials may be less sensitive if similar shells shift both levels alike, but that is a conjecture to be checked for each pair.

The numerical output lists the values used here.

## Computed results

```
MO3 model, energies from the oxygen p level
levels t2g, eg, s, p: 4.0, 5.0, 10.0, 14.0 eV
V pd-sigma, pd-pi, sp: -2.0, 1.0, 2.0 eV
V pp-sigma, pp-pi: 2.0, -0.5 eV
CNL, 12^3 mesh: 2.805884 eV
CNL, 16^3 mesh: 2.805884 eV = 4.4955e-19 J
valence sum at CNL: 2.5057 1/eV
conduction sum at CNL: 2.5057 1/eV
S_v, S_c at CNL: 0.7361, 1.0576 1/eV^2
valence share S_v/(S_v+S_c): 0.4104
3 cond. bands: CNL cut sum 3.3211, own basis 3.4599 eV
5 cond. bands: CNL cut sum 3.0042, own basis 3.1234 eV
6 cond. bands: CNL cut sum 2.9447, own basis 3.0103 eV
9 cond. bands: CNL cut sum 2.8059, own basis 2.8059 eV
cut at 3: shift 0.5153, bound 1.9571 eV
cut at 5: shift 0.1983, bound 0.5673 eV
cut at 6: shift 0.1388, bound 0.3781 eV
p+t2g CNL, elliptic formula: 3.459865 eV
27-cell crystal CNL: 2.7953 eV; coupling 0.02 eV
largest probe shift at CNL: 1.684e-04 eV
mean probe shift at CNL: 1.623e-09 eV
mean valence weight: 1.6559e-05, law 1.6561e-05
mean shift 0.5 eV above: -2.3816e-05 eV
  second-order law: -2.3824e-05 eV
Continuum model: a = 0.4 nm, depth = 12.0 eV
E_R = 2.3502 eV
1D gap: 5.8521 eV
1D, 1 cond. bands: zero 3.4094 eV above valence top
1D, 3 cond. bands: zero 2.6754 eV above valence top
1D, 7 cond. bands: zero 2.3787 eV above valence top
1D, 15 cond. bands: zero 2.2452 eV above valence top
1D sum, bands 9-16: 0.02648, law 0.02659 1/eV
3D gap: 4.6444 eV
3D, 3 cond. bands: zero 0.994 eV above valence top
3D, 9 cond. bands: zero 0.305 eV above valence top
3D, 16 cond. bands: zero 0.087 eV above valence top
3D valence sum at its edge: 1.513 1/eV
3D conduction sum there, 125 bands: 3.078 1/eV
3D conduction sum there, 1000 bands: 7.147 1/eV
growth 125 to 1000: 4.069, law 4.138 1/eV
3D zero lost at 27 conduction bands
```
